# Peeling a stretchable film, down to zero angle

## Problem

A thin film of width $b$, thickness $h$ and Young modulus $E$ is bonded to a flat, rigid substrate. Separating the two costs an energy $G$, the toughness, per unit area of bond. Part of the film is already free. This free arm is pulled with a force $F$ at an angle $\theta$ to the bared surface. At $\theta=0$ the pull runs along the surface, away from the bonded part; at $\theta=180^\circ$ the arm is folded back over the bonded part.

If the film cannot stretch, the peel force is $bG/(1-\cos\theta)$, which grows without limit as $\theta\to0$.

(a) Include the stretching of the film in the energy balance and find the relation between $F$, $\theta$ and $G$.

(b) What force peels the film at $\theta=0$?

(c) Below what angle does stretching matter?

(d) Evaluate the results for $E=8.0$ GPa, $h=10$ µm, $G=5.0$ J/m² and $b=5.0$ mm.

Assume that the film is linearly elastic, that the bonded film is free of stress, and that the detached film does not rub on the substrate. The free arm is several times longer than its width, so most of it is in simple uniaxial tension. The bond is long compared with the zone near the peel front over which load passes into the substrate.

## Hints

1. Let the front advance by $da$ at constant force and angle. How far does the load point move along the direction of the force? Two things move it: the front itself travels, and the newly freed piece joins the arm in a stretched state.
2. The work of the load has two destinations, and breaking the bond is one of them.
3. The bent region near the front travels with the front without changing shape. What does this imply for its energy?
4. For part (c), write the force as a fraction whose denominator contains both $1-\cos\theta$ and a characteristic strain.

## Solution

### (a) The energy balance

Let the film be bonded for $x>a$ and free for $x<a$. The force points along the unit vector $\mathbf n=(-\cos\theta,\sin\theta)$. An arm of unstretched length $\ell$ under tension $F$ has the strain

$$\varepsilon=\frac{F}{bhE},$$

so its end lies at

$$\mathbf r=(a,0)+\ell(1+\varepsilon)\,\mathbf n .$$

The bent region adds a constant offset to $\mathbf r$, which drops out of any change.

When the front advances by $da$, the arm gains unstretched length $d\ell=da$, because the bonded film was unstrained. The strain stays the same, since $F$ does. The load point therefore moves along the force by

$$\mathbf n\cdot d\mathbf r=-\cos\theta\,da+(1+\varepsilon)\,da=(1-\cos\theta+\varepsilon)\,da .$$

The load does the work $F(1-\cos\theta+\varepsilon)\,da$.

The newly freed piece has volume $bh\,da$ and elastic energy $\tfrac12E\varepsilon^2$ per volume. It stores

$$\tfrac12E\varepsilon^2\,bh\,da=\tfrac12F\varepsilon\,da,$$

where one factor $bhE\varepsilon$ has been replaced by $F$. The energy of the bent region does not change. What remains of the work breaks the bond:

$$Gb\,da=F(1-\cos\theta+\varepsilon)\,da-\tfrac12F\varepsilon\,da .$$

Dividing by $b\,da$ and inserting $\varepsilon$ gives

$$\boxed{G=\frac Fb(1-\cos\theta)+\frac{F^2}{2b^2Eh}}$$

The second term is positive: stretching lets the load do extra work $F\varepsilon$ per unit advance, and half of that is left for the bond.

This balance was tested on a plane chain of elastic links with unit length and unit stiffness, relaxed numerically with three and then with four free links. At the force predicted for $G=0.02$ in these units, the energy released by freeing the fourth link matched $G$ to a relative error of at most $8.4\times10^{-12}$ at the angles 0, 10, 40, 90, 150 and 180 degrees.

### (b) Zero angle

At $\theta=0$ the first term vanishes, and $G=F^2/(2b^2Eh)$. Hence

$$\boxed{F_0=b\sqrt{2EhG}}$$

The force is finite because the load point can move even though the arm does not swing away from the surface: each freed piece stretches. The work per area is $F_0\varepsilon_0/b$, with the strain

$$\varepsilon_0=\frac{F_0}{bhE}=\sqrt{\frac{2G}{Eh}} .$$

Half of this work is stored in the film and half breaks the bond. If the stored energy were left out, the balance would read $Gb=F\varepsilon$ and give $b\sqrt{EhG}$, too small by a factor $\sqrt2$.

As $Eh\to\infty$ at fixed $G$, $F_0$ grows as $\sqrt{Eh}$, which recovers the divergence for a film that cannot stretch.

### (c) Where stretching matters

Write $c=1-\cos\theta$ and $f=F/b$. Multiplying the peel equation by $2Eh$ gives

$$f^2+2Eh\,c\,f-2EhG=0 .$$

The film is in tension, so the positive root applies:

$$f=Eh\left(\sqrt{c^2+\varepsilon_0^2}-c\right),$$

where $2G/(Eh)=\varepsilon_0^2$ was used. Multiplying and dividing by $\sqrt{c^2+\varepsilon_0^2}+c$ turns the bracket into $\varepsilon_0^2$ over that sum. Since $Eh\,\varepsilon_0^2=2G$,

$$f=\frac{2G}{c+\sqrt{c^2+\varepsilon_0^2}} .$$

Three cases can be read off.

- For $c\gg\varepsilon_0$ the denominator tends to $2c$, and $f\to G/c$, the law without stretching.
- For $c\ll\varepsilon_0$ the root is $\varepsilon_0$ to first order in $c$, so $f\approx(2G/\varepsilon_0)(1-c/\varepsilon_0)$. Here $2G/\varepsilon_0=\sqrt{2EhG}=F_0/b$. With $c\approx\theta^2/2$ the force falls quadratically from its value at zero angle.
- At $c=\varepsilon_0$ the force is $F_0/(1+\sqrt2)=(\sqrt2-1)F_0$, whereas the law without stretching gives $bG/\varepsilon_0=F_0/2$.

The crossover angle therefore satisfies $1-\cos\theta=\varepsilon_0$. For small strain this is $\theta\approx\sqrt{2\varepsilon_0}$, so a strain of one percent already gives an angle of several degrees.

### (d) Numbers

The stretch stiffness is $Eh=(8.0\times10^9\ \text{Pa})(10^{-5}\ \text{m})=80\,000$ N/m. Then

$$\frac{F_0}{b}=\sqrt{2(80\,000)(5.0)}\ \text{N/m}=894\ \text{N/m},$$

and multiplying by $b=5.0\times10^{-3}$ m gives $F_0=4.47$ N. The film stress is $894/10^{-5}$ Pa $=89.4$ MPa, and the strain is $894/80\,000=1.12\,\%$. The load does 10 J/m² of work, of which 5 J/m² stays in the film. The crossover lies at $8.6^\circ$.

| $\theta$ (degrees) | $F$ (N) | $F$ without stretching (N) |
|---:|---:|---:|
| 0 | 4.47 | infinite |
| 1 | 4.41 | 164 |
| 5 | 3.20 | 6.57 |
| 10 | 1.47 | 1.65 |
| 30 | 0.186 | 0.187 |
| 90 | 0.025 | 0.025 |

With $G$ held fixed and the film elastic, peeling at zero angle takes about 180 times the force needed at 90 degrees. At 30 degrees and above, stretching hardly matters for this film.

### Beside a real film

The parameters are rough values for a low-expansion polyimide coating on a silicon wafer. The toughness of such bonds depends strongly on surface preparation, so 5 J/m² is one possible case. Several assumptions need care.

- **Toughness.** At zero angle the front is loaded in shear while the film is pressed against the substrate there; at 90 degrees it is also pulled open. $G$ can differ between the two. If $G$ were twice as large in shear, $F_0$ would rise by $\sqrt2$ to 6.3 N; with this assumed factor of two it is the largest of the effects sized here. For this film the faces stay pressed together up to a few degrees, and friction between them, left out here, would raise the force at these small angles.
- **Yielding.** At zero angle the film stress $\sqrt{2EG/h}$ rises as the film gets thinner. It stays below a yield stress $\sigma_y$ if $h>2EG/\sigma_y^2$. For a rough $\sigma_y=150$ MPa this is 3.6 µm, so the free arm of the 10 µm film stays elastic at zero angle. Because this limit is proportional to $G$, a bond about 2.8 times tougher would bring the same film to yield, and the elastic formula would fail. At larger angles the film also bends sharply at the front. If it leaves the front tangent to the substrate, the bending stress there approaches $\sqrt{6EG/h}=155$ MPa, and at 10 degrees bending and tension together reach about 175 MPa at the film surface. The sum passes 150 MPa at about 3 degrees and peaks at $\sqrt{8EG/h}=179$ MPa near 7.5 degrees. These estimates leave out the lateral stress in the bent film and the rotation of the film at the front, each of which changes them by several percent. They lie somewhat above the rough yield stress, so yielding at the front cannot be ruled out, least of all between about 5 and 10 degrees, and the real peel force may exceed the elastic values in the table.
- **Lateral constraint.** If the arm is short and wide, it cannot contract sideways. The lateral stress is then $\nu\sigma$, with $\nu$ the Poisson ratio, and the axial strain is $(1-\nu^2)\sigma/E$. This replaces $E$ by $E/(1-\nu^2)$. For $\nu=0.30$ the zero-angle force rises by 4.8 %.
- **Substrate.** The stretch stiffness of the film is 0.09 % of that of a silicon wafer 700 µm thick with a modulus of 130 GPa. This ratio sets the order of the error made by calling the substrate rigid: for a wafer as wide as the film the zero-angle force shifts by 0.04 % if the wafer cannot bend and by about 0.2 % if it can, with a sign that depends on where the wafer is held.

Residual stress is treated in the second variation.

## Variation 1: the same force from mechanics, and short bonds

*Derive the zero-angle force from the equilibrium of the bonded film. What changes if the bond has a finite length $L$?*

Treat the film as a one-dimensional bar that is free to contract sideways. In a film much wider than the zone of load transfer, the bond prevents this contraction near the front, and the load on the bond varies across the width; the formula then holds for the average of $G$ over the width.

Let $s$ run from the far end of the bond ($s=0$) to the front ($s=L$), and let $u(s)$ be the film's displacement toward the load. The tension per width is $Eh\,u'$. Its increase over $ds$ balances the shear stress $\tau(u)$ of the bond:

$$Eh\,u''=\tau(u).$$

Multiply by $u'$ and integrate from deep inside a long bond, where $u=u'=0$, to the front, where the bond breaks at $u=u_c$:

$$\tfrac12Eh\,u'^2=\int_0^{u_c}\tau\,du=G .$$

Since $F/b=Eh\,u'$ at the front, $F^2/(2b^2Eh)=G$, as in part (b). The shape of $\tau(u)$ does not enter, only the area under it. Numerical integration with a sine-shaped law, breaking at a slip of 0.2 µm or 1.0 µm with the same $G$, gave 4.472 N both times.

For a finite bond take linear springs, $\tau=ku$, which break when $\tfrac12ku_c^2=G$. The far end is free, so $u'(0)=0$ and

$$u=A\cosh(s/\lambda),\qquad \lambda=\sqrt{Eh/k}.$$

At the front $u_c=A\cosh(L/\lambda)$, and therefore

$$\frac Fb=\frac{Eh}{\lambda}A\sinh\frac L\lambda=\sqrt{Ehk}\,u_c\tanh\frac L\lambda=\sqrt{2EhG}\,\tanh\frac L\lambda .$$

The last step uses $u_c=\sqrt{2G/k}$. A bond with $L=\lambda$ carries 76 % of $F_0$. For $L\ll\lambda$ the force becomes $bLku_c$, which is the bond area times its shear strength, because all springs are then loaded almost equally.

Taking $k$ from the shear of the film itself, $k\approx\mu/h$ with $\mu=E/[2(1+\nu)]$, gives the estimate $\lambda\approx h\sqrt{2(1+\nu)}=16$ µm. This fixes only the order: a two-dimensional elastic solution for a film bonded directly to a rigid base gives a transfer length nearer 10 µm. Since $\lambda$ is then comparable to $h$, the bar model and its $\tanh$ law are not accurate for bonds this short; they apply when a soft interlayer makes $\lambda\gg h$. Either way, a bond some millimetres long counts as long.

## Variation 2: a film with residual stress

*The film is cured hot and cools by 325 K. It would shrink by 3.0 ppm/K more than the substrate. How does the zero-angle force change?*

The bonded film is held at the elastic strain $m=(3.0\times10^{-6})(325)=0.0975\,\%$ in both in-plane directions. Its stress is $Em/(1-\nu)=11.1$ MPa, and its energy per volume is $Em^2/(1-\nu)$. The arm has a uniaxial stress $\sigma$ and the energy $\sigma^2/(2E)$.

A freed piece changes its axial strain from $m$ to $\sigma/E$. To leading order in the strains, the energy balance per volume of freed film is

$$\frac Gh=\sigma\left(\frac\sigma E-m\right)+\frac{Em^2}{1-\nu}-\frac{\sigma^2}{2E}
=\frac{\sigma^2}{2E}-\sigma m+\frac{Em^2}{1-\nu}.$$

The first two terms on the right equal $(\sigma-Em)^2/(2E)-Em^2/2$. Collecting the terms in $m^2$ with

$$\frac1{1-\nu}-\frac12=\frac{1+\nu}{2(1-\nu)}$$

and multiplying by $2E$ gives

$$(\sigma-Em)^2=\frac{2EG}{h}-E^2m^2\,\frac{1+\nu}{1-\nu}.$$

The root that returns to part (b) as $m\to0$ is $\sigma=Em+\sqrt{\cdots}$. It gives $\sigma=96.6$ MPa and $F=4.83$ N, an increase of 8.0 % over the stress-free film.

Two effects compete. The pre-stretched film has less stretching left to do, so the load point moves less and more force is needed. The release of the lateral stress supplies some energy and lowers the force slightly. The result presumes that the unloaded film stays bonded, which requires $G>hEm^2/(1-\nu)$. Here the right side is about 0.1 J/m², far below 5 J/m². The numerical output lists the remaining values.

## Numbers as computed

```
INPUT (rough values, polyimide coating on silicon)
Young modulus E = 8.0 GPa
thickness h = 10.0 um
toughness G = 5.0 J/m^2
width b = 5.0 mm
Poisson ratio = 0.30
stretch stiffness E h = 80000 N/m
ZERO-ANGLE PEELING
force per width = 894.4 N/m
force F0 = 4.472 N
film stress = 89.4 MPa
film strain = 1.118 %
work of load per area = 10.000 J/m^2
energy stored in film per area = 5.000 J/m^2
wrong force if storage is left out = 3.162 N
crossover angle = 8.58 degrees
force at crossover = 1.852 N
F0 / force at 90 degrees = 178.9
ANGLE (degrees), FORCE (N), INEXTENSIBLE FORCE (N)
   0  4.4721  infinite
   1  4.4116  164.1445
   5  3.2020  6.5698
  10  1.4682  1.6456
  30  0.1863  0.1866
  90  0.0250  0.0250
 180  0.0125  0.0125
CHECKS
spring chain, largest relative error = 8.4e-12
bonded bar, L/lambda = 0.5: F/F0 = 0.4621
bonded bar, L/lambda = 1.0: F/F0 = 0.7616
bonded bar, L/lambda = 8.0: F/F0 = 1.0000
sine bond law, range 0.2 um: F = 4.472 N
sine bond law, range 1.0 um: F = 4.472 N
NEGLECTED EFFECTS
expansion mismatch = 3.0 ppm/K
cooling after cure = 325 K
mismatch strain = 0.0975 %
residual biaxial stress = 11.1 MPa
arm stress with residual stress = 96.6 MPa
force with residual stress = 4.830 N
force change, residual = 8.0 %
force change, lateral constraint = 4.8 %
force if toughness doubles = 6.325 N
rough yield stress = 150 MPa
least thickness without yield = 3.56 um
substrate modulus = 130 GPa
substrate thickness = 700 um
stiffness ratio film/substrate = 0.088 %
shear-transfer length, estimate = 16.1 um
```
